**Sodium ionization and excitation with three model cores**

The program compares the ionization energy $I$ and the 3s–3p excitation energy $X$ from a one-electron pseudopotential with all-electron, spin-restricted LDA values. The model core density $c$ is zero, partial or full; $n_0$ is the pseudo 3s density and $r_0$ the radius inside which the partial core is smoothed. The program asserts that self-consistent pseudopotential energies agree with the closed formula for $I$, and that the all-electron energies agree with an independent Gaussian-basis calculation. It also asserts the convexity of the LDA potential on a density grid, the ordering of $I$ for the three cores, the variational bounds for the 3p state, the frozen-core energy identity and radial-grid convergence. Without a core correction the errors are −5.57 mHa in $I$ and −1.92 mHa in $X$. They become 0.22 and 0.02 mHa with the partial core, and 0.49 and 0.16 mHa with the full core. The frozen-core results show that the partial core's smaller errors come from cancellation with the core-freezing error.

## Program and output

```python
"""Sodium: ionization energy I and 3s-3p excitation X in spin-restricted LDA.

Result under test: a one-electron norm-conserving pseudopotential with model
core density c has
    I = -eps + EH[n0] + int vxc[n0+c] n0 - (Exc[n0+c] - Exc[c]),
where n0 is the reference pseudo 3s density and eps its eigenvalue.
For 0 <= c <= true core density, I rises with c. All-electron energy
differences provide the reference. Hartree atomic units are used.
u is a radial orbital (r times R), sigma = 4 pi r^2 n a radial density.
"""
from math import perm
from types import SimpleNamespace
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_legendre, roots_jacobi
from pyscf import dft, gto
from pyscf.scf import hf

Z = 11
R_CUT = 2.6
R_MAX = 60.0
EV = physical_constants["Hartree energy in eV"][0]


def lda(density):
    """Energy per electron and potential: Slater exchange, PW correlation."""
    n = np.maximum(density, 1e-30)
    rs = (3 / (4 * np.pi * n)) ** (1 / 3)
    ex = -0.75 * (3 * n / np.pi) ** (1 / 3)
    a, a1 = 0.031091, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    s = np.sqrt(rs)
    q = 2 * a * (b1 * s + b2 * rs + b3 * rs * s + b4 * rs**2)
    dq = 2 * a * (b1 / (2 * s) + b2 + 1.5 * b3 * s + 2 * b4 * rs)
    log_term = np.log1p(1 / q)
    ec = -2 * a * (1 + a1 * rs) * log_term
    dec = -2 * a * a1 * log_term + 2 * a * (1 + a1 * rs) * dq / (q * (q + 1))
    return ex + ec, 4 * ex / 3 + ec - rs * dec / 3


class Grid:
    """Mapped Gauss-Lobatto-Legendre grid; R_CUT is exactly a node."""

    def __init__(self, order):
        x = np.concatenate(([-1.0], roots_jacobi(order - 1, 1, 1)[0], [1.0]))
        x[order // 2] = 0.0
        p = eval_legendre(order, x)
        weight = 2 / (order * (order + 1) * p**2)
        distance = x[:, None] - x[None, :]
        np.fill_diagonal(distance, 1.0)
        d = p[:, None] / p[None, :] / distance
        np.fill_diagonal(d, 0.0)
        d[0, 0] = -order * (order + 1) / 4
        d[-1, -1] = order * (order + 1) / 4
        length = R_CUT / (1 - 2 * R_CUT / R_MAX)
        shift = 2 * length / R_MAX
        radius = length * (1 + x) / (1 - x + shift)
        jacobian = length * (2 + shift) / (1 - x + shift) ** 2
        mass = weight * jacobian
        self.ddr = d / jacobian[:, None]
        stiffness = self.ddr.T @ (mass[:, None] * self.ddr)
        self.r, self.m = radius[1:-1], mass[1:-1]
        self.mid = order // 2 - 1
        self.shell = 4 * np.pi * self.r**2
        inner = stiffness[1:-1, 1:-1]
        root = np.sqrt(self.m)
        self.kinetic = 0.5 * inner / root[:, None] / root[None, :]
        self.inverse = np.linalg.inv(inner)
        self.edge = stiffness[1:-1, -1]

    def hartree(self, sigma):
        charge = self.m @ sigma
        source = self.m * sigma / self.r - self.edge * charge
        return self.inverse @ source / self.r

    def exc(self, density):
        return self.m @ (self.shell * density * lda(density)[0])


def scf(g, v_ion, states, core, start=None):
    """Kohn-Sham solution; states are (l, radial index, occupation)."""
    v = lda(core)[1] if start is None else start.copy()
    bare = {}
    for l in {state[0] for state in states}:
        bare[l] = g.kinetic + np.diag(v_ion[l] + l * (l + 1) / (2 * g.r**2))
    for _ in range(400):
        solved = {l: eigh(h + np.diag(v), subset_by_index=[0, 2])
                  for l, h in bare.items()}
        vectors = [solved[l][1][:, k] for l, k, _ in states]
        eps = [solved[l][0][k] for l, k, _ in states]
        orbitals = [c / np.sqrt(g.m) for c in vectors]
        sigma = sum(s[2] * u**2 for s, u in zip(states, orbitals))
        vh = g.hartree(sigma)
        density = sigma / g.shell
        v_new = vh + lda(density + core)[1]
        if g.m @ (sigma * abs(v_new - v)) < 1e-7:
            break
        v = v + 0.4 * (v_new - v)
    else:
        raise AssertionError("self-consistency not reached")
    one_body = [c @ bare[s[0]] @ c for s, c in zip(states, vectors)]
    energy = sum(s[2] * h for s, h in zip(states, one_body))
    energy += 0.5 * g.m @ (sigma * vh) + g.exc(density + core)
    return SimpleNamespace(E=energy, eps=eps, u=orbitals, h=one_body,
                           n=density, v=v)


def troullier_martins(g, l, eps, u, v_eff):
    """Norm-conserving pseudo-orbital and its screened potential."""
    j, r = g.mid, g.r
    rc = r[j]
    u = u * np.sign(u[j])
    du = (g.ddr @ np.pad(u, 1))[j + 1]
    w_all = np.concatenate(([-Z], r * v_eff, [0.0]))
    w1_all = g.ddr @ w_all
    w2 = (g.ddr @ w1_all)[j + 1]
    w, w1 = w_all[j + 1], w1_all[j + 1]
    v0 = w / rc
    v1 = w1 / rc - w / rc**2
    v2 = w2 / rc - 2 * w1 / rc**2 + 2 * w / rc**3
    k = l + 1
    p0 = np.log(u[j] / rc**k)
    p1 = du / u[j] - k / rc
    p2 = 2 * (v0 - eps) - 2 * k * p1 / rc - p1**2
    p3 = 2 * v1 + 2 * k * p1 / rc**2 - 2 * k * p2 / rc - 2 * p1 * p2
    p4 = (2 * v2 - 4 * k * p1 / rc**3 + 4 * k * p2 / rc**2
          - 2 * k * p3 / rc - 2 * p2**2 - 2 * p1 * p3)
    target = np.array([p0, p1 * rc, p2 * rc**2, p3 * rc**3, p4 * rc**4])
    powers = [0, 6, 8, 10, 12]
    matrix = np.array([[perm(q, d) for q in powers] for d in range(5)], float)
    t = r[:j] / rc

    def polynomial(a2):
        a4 = -a2**2 / (2 * l + 5)
        known = np.array([a2 * perm(2, d) + a4 * perm(4, d)
                          for d in range(5)])
        coefficients = np.zeros(13)
        coefficients[powers] = np.linalg.solve(matrix, target - known)
        coefficients[2], coefficients[4] = a2, a4
        return Polynomial(coefficients)

    def norm_defect(a2):
        trial = r[:j] ** k * np.exp(polynomial(a2)(t))
        return g.m[:j] @ (trial**2 - u[:j] ** 2)

    trials = np.linspace(-10, 10, 402)
    signs = np.sign([norm_defect(a) for a in trials])
    brackets = np.where(signs[:-1] * signs[1:] < 0)[0]
    assert len(brackets) > 0, "no norm-conserving solution"
    roots = [brentq(norm_defect, trials[i], trials[i + 1], xtol=1e-13)
             for i in brackets]
    p = polynomial(min(roots, key=abs))
    slope = p.deriv()(t) / rc
    curvature = p.deriv(2)(t) / rc**2
    pseudo, potential = u.copy(), v_eff.copy()
    pseudo[:j] = r[:j] ** k * np.exp(p(t))
    potential[:j] = eps + k * slope / r[:j] + (curvature + slope**2) / 2
    return pseudo, potential


def study(order, extra_radii=()):
    g = Grid(order)
    r, shell = g.r, g.shell
    empty = np.zeros_like(r)
    nuclear = {0: -Z / r, 1: -Z / r}
    guess = (Z - 1) * (1 - np.exp(-2 * r)) / r

    def atom(s_occ, p_occ):
        states = [(0, 0, 2), (0, 1, 2), (1, 0, 6),
                  (0, 2, s_occ), (1, 1, p_occ)]
        return scf(g, nuclear, states, empty, guess)

    ground, excited, ion = atom(1, 0), atom(0, 1), atom(0, 0)
    sigma_core = sum(f * u**2 for f, u in zip((2, 2, 6), ground.u))
    n_core = sigma_core / shell
    v_eff = -Z / r + ground.v
    us, vs = troullier_martins(g, 0, ground.eps[3], ground.u[3], v_eff)
    _, vp = troullier_martins(g, 1, ground.eps[4], ground.u[4], v_eff)
    n0 = us**2 / shell
    vh0 = g.hartree(us**2)
    eh0 = 0.5 * g.m @ (us**2 * vh0)

    near = r < 6
    log_core = CubicSpline(r[near], np.log(n_core[near]))
    log_valence = CubicSpline(r[near], np.log(n0[near]))
    r_equal = brentq(lambda q: log_core(q) - log_valence(q), 0.5, 4.0)

    def partial_core(r0):
        aim = 1 + r0 * log_core(r0, 1)
        y = brentq(lambda q: q / np.tan(q) - aim, 1e-6, np.pi - 1e-6)
        model = np.exp(log_core(r0)) * r0 / np.sin(y) * np.sin(y * r / r0) / r
        return np.where(r < r0, model, n_core)

    cores = {"none": empty, "partial": partial_core(r_equal), "full": n_core}
    cores.update({radius: partial_core(radius) for radius in extra_radii})
    result = {}
    for name, core in cores.items():
        vxc0 = lda(n0 + core)[1]
        v_ion = {0: vs - vh0 - vxc0, 1: vp - vh0 - vxc0}
        s = scf(g, v_ion, [(0, 0, 1), (1, 0, 0)], core)
        p = scf(g, v_ion, [(1, 0, 1)], core)
        potential_term = g.m @ (us**2 * vxc0)
        energy_term = g.exc(n0 + core) - g.exc(core)
        formula = -ground.eps[3] + eh0 + potential_term - energy_term
        result[name] = SimpleNamespace(
            I=g.exc(core) - s.E, X=p.E - s.E, formula=formula,
            potential=potential_term, energy=energy_term, eps=s.eps,
            charge=g.m @ (shell * core), p_density=p.n,
            p_energy=p.E - g.exc(core))

    def core_effect(density):
        def part(core):
            linear = g.m @ (shell * density * lda(n0 + core)[1])
            return g.exc(density + core) - g.exc(core) - linear
        return part(empty) - part(n_core)

    vh_core = g.hartree(sigma_core)
    frozen = {l: nuclear[l] + vh_core for l in (0, 1)}
    frozen_s = scf(g, frozen, [(0, 2, 1)], n_core)
    frozen_p = scf(g, frozen, [(1, 1, 1)], n_core)
    core_energy = sum(f * h for f, h in zip((2, 2, 6), ground.h))
    core_energy += 0.5 * g.m @ (sigma_core * vh_core) + g.exc(n_core)
    return SimpleNamespace(
        ground=ground, excited=excited, ion=ion, ps=result, eh0=eh0,
        I=ion.E - ground.E, X=excited.E - ground.E,
        I_frozen=g.exc(n_core) - frozen_s.E, X_frozen=frozen_p.E - frozen_s.E,
        I_frozen_direct=core_energy - ground.E, r_equal=r_equal,
        n_equal=float(np.exp(log_core(r_equal))), cores=cores,
        effect_s=core_effect(n0),
        effect_low=core_effect(result["none"].p_density),
        effect_high=core_effect(result["full"].p_density))


def gaussian_atom():
    """Independent all-electron energies in an even-tempered Gaussian basis."""
    hf.MUTE_CHKFILE = True
    basis = [[0, [0.008 * 2.3**k, 1.0]] for k in range(23)]
    basis += [[1, [0.008 * 2.3**k, 1.0]] for k in range(16)]
    functional = "LDA_X,LDA_C_PW"
    mol = gto.M(atom="Na 0 0 0", charge=1, spin=0,
                basis={"Na": basis}, verbose=0)
    energies = []
    for s_occ, p_occ in ((0, 0), (1, 0), (0, 1)):
        def occupations(mo_energy=None, mo_coeff=None, s=s_occ, p=p_occ):
            occupation = np.zeros(len(mo_energy))
            occupation[:5] = 2
            occupation[5] = s
            occupation[6:9] = p / 3
            return occupation
        mf = dft.RKS(mol)
        mf.xc = functional
        mf.grids.level = 4
        mf.get_occ = occupations
        energies.append(mf.kernel())
        assert mf.converged
    neutral = gto.M(atom="Na 0 0 0", charge=0, spin=1,
                    basis={"Na": basis}, verbose=0)
    mf = dft.UKS(neutral)
    mf.xc = functional
    mf.grids.level = 4
    energies.append(mf.kernel())
    assert mf.converged
    return energies


# The coded functional agrees with libxc, and its potential is convex.
sample = np.logspace(-5, 2, 40)
lib_e, lib_v = dft.libxc.eval_xc("LDA_X,LDA_C_PW", sample, spin=0)[:2]
assert np.allclose(lda(sample)[0], np.ravel(lib_e), atol=1e-5)
assert np.allclose(lda(sample)[1], np.ravel(lib_v[0]), atol=1e-5)
sample = np.logspace(-8, 3, 400)
secants = np.diff(lda(sample)[1]) / np.diff(sample)
assert np.all(np.diff(secants) > 0)

main = study(140, (1.2, 2.4))
coarse = study(110)
ps = main.ps

# Radial and Gaussian calculations agree within the Gaussian basis error.
e_ion, e_ground, e_excited, e_spin = gaussian_atom()
assert abs(e_ion - main.ion.E) < 1e-3
assert abs(e_ion - e_ground - main.I) < 1e-4
assert abs(e_excited - e_ground - main.X) < 1e-4

# Energies from the SCF definition agree with the closed formula.
for case in ps.values():
    assert abs(case.I - case.formula) < 5e-6
    assert abs(case.eps[0] - main.ground.eps[3]) < 5e-6
    assert abs(case.eps[1] - main.ground.eps[4]) < 5e-6
assert np.all(main.cores["partial"] <= main.cores["full"] * (1 + 1e-5))
assert ps["none"].I < ps["partial"].I < ps["full"].I
assert abs(ps["full"].I - main.I) < abs(ps["none"].I - main.I)

# Variational bounds on the effect of the core correction in the 3p state.
p_change = ps["none"].p_energy - ps["full"].p_energy
assert main.effect_low - 1e-6 <= p_change <= main.effect_high + 1e-6

# Frozen-core valence energy agrees with the energy of the frozen orbitals.
assert abs(main.I_frozen - main.I_frozen_direct) < 2e-6
assert main.I_frozen > main.I

# Radial-grid convergence at the precision used for the reported errors.
for quantity in ("I", "X", "I_frozen", "X_frozen"):
    assert abs(getattr(main, quantity) - getattr(coarse, quantity)) < 1e-5
for name in ("none", "partial", "full"):
    assert abs(ps[name].I - coarse.ps[name].I) < 1e-5
    assert abs(ps[name].X - coarse.ps[name].X) < 1e-5


def show(label, value, unit="Ha", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Pseudization radius, s and p", R_CUT, "bohr", 2)
show("All-electron E(3s1)", main.ground.E)
show("All-electron E(3p1)", main.excited.E)
show("All-electron E(Na+)", main.ion.E)
show("Reference eigenvalue 3s", main.ground.eps[3])
show("Reference eigenvalue 3p", main.ground.eps[4])
print(f"All-electron I: {main.I:.5f} Ha = {main.I * EV:.3f} eV")
print(f"All-electron X: {main.X:.5f} Ha = {main.X * EV:.3f} eV")
show("Spin-polarized minus restricted I", 1000 * (e_ground - e_spin),
     "mHa", 2)
show("Equal-density radius r0", main.r_equal, "bohr", 3)
show("Core density at r0", main.n_equal, "bohr^-3", 5)
show("Hartree energy of pseudo 3s", main.eh0)
for name in ("none", "partial", "full"):
    case = ps[name]
    print(f"{name}: I = {case.I:.5f} Ha = {case.I * EV:.3f} eV")
    print(f"{name}: X = {case.X:.5f} Ha = {case.X * EV:.3f} eV")
    show(f"{name}: error of I", 1000 * (case.I - main.I), "mHa", 2)
    show(f"{name}: error of X", 1000 * (case.X - main.X), "mHa", 2)
    show(f"{name}: integral vxc n0", case.potential)
    show(f"{name}: Exc[n0+c]-Exc[c]", case.energy)
    show(f"{name}: model core charge", case.charge, "electrons", 3)
for radius in (1.2, 2.4):
    case = ps[radius]
    show(f"r0 = {radius} bohr: error of I", 1000 * (case.I - main.I),
         "mHa", 2)
    show(f"r0 = {radius} bohr: error of X", 1000 * (case.X - main.X),
         "mHa", 2)
    show(f"r0 = {radius} bohr: core charge", case.charge, "electrons", 3)
show("I: core freezing error", 1000 * (main.I_frozen - main.I), "mHa", 2)
show("I: pseudization error", 1000 * (ps["full"].I - main.I_frozen),
     "mHa", 2)
show("X: core freezing error", 1000 * (main.X_frozen - main.X), "mHa", 2)
show("X: pseudization error", 1000 * (ps["full"].X - main.X_frozen),
     "mHa", 2)
show("3s energy, none minus full", 1000 * main.effect_s, "mHa", 3)
show("3p energy, none minus full", 1000 * p_change, "mHa", 3)
show("3p lower variational bound", 1000 * main.effect_low, "mHa", 3)
show("3p upper variational bound", 1000 * main.effect_high, "mHa", 3)
print("tests ok")
```

Output:

```
Pseudization radius, s and p: 2.60 bohr
All-electron E(3s1): -161.43619 Ha
All-electron E(3p1): -161.35863 Ha
All-electron E(Na+): -161.24642 Ha
Reference eigenvalue 3s: -0.10347 Ha
Reference eigenvalue 3p: -0.02854 Ha
All-electron I: 0.18977 Ha = 5.164 eV
All-electron X: 0.07756 Ha = 2.110 eV
Spin-polarized minus restricted I: 7.44 mHa
Equal-density radius r0: 2.255 bohr
Core density at r0: 0.00297 bohr^-3
Hartree energy of pseudo 3s: 0.11083 Ha
none: I = 0.18420 Ha = 5.012 eV
none: X = 0.07564 Ha = 2.058 eV
none: error of I: -5.57 mHa
none: error of X: -1.92 mHa
none: integral vxc n0: -0.13080 Ha
none: Exc[n0+c]-Exc[c]: -0.10069 Ha
none: model core charge: 0.000 electrons
partial: I = 0.18999 Ha = 5.170 eV
partial: X = 0.07758 Ha = 2.111 eV
partial: error of I: 0.22 mHa
partial: error of X: 0.02 mHa
partial: integral vxc n0: -0.14429 Ha
partial: Exc[n0+c]-Exc[c]: -0.11998 Ha
partial: model core charge: 0.529 electrons
full: I = 0.19027 Ha = 5.177 eV
full: X = 0.07772 Ha = 2.115 eV
full: error of I: 0.49 mHa
full: error of X: 0.16 mHa
full: integral vxc n0: -0.15538 Ha
full: Exc[n0+c]-Exc[c]: -0.13134 Ha
full: model core charge: 10.000 electrons
r0 = 1.2 bohr: error of I: 0.49 mHa
r0 = 1.2 bohr: error of X: 0.16 mHa
r0 = 1.2 bohr: core charge: 4.193 electrons
r0 = 2.4 bohr: error of I: 0.01 mHa
r0 = 2.4 bohr: error of X: -0.08 mHa
r0 = 2.4 bohr: core charge: 0.384 electrons
I: core freezing error: 0.64 mHa
I: pseudization error: -0.15 mHa
X: core freezing error: 0.19 mHa
X: pseudization error: -0.03 mHa
3s energy, none minus full: 6.062 mHa
3p energy, none minus full: 3.979 mHa
3p lower variational bound: 3.809 mHa
3p upper variational bound: 4.141 mHa
tests ok
```
